# Bloch Sums, the Generalized Eigenproblem, and a Chain with Overlap

## Definitions and conventions

One electron of mass $m$ moves in a real potential $V(\mathbf r)$ that has the periodicity of a lattice:
$$H=-\frac{\hbar^2}{2m}\nabla^2+V(\mathbf r),\qquad V(\mathbf r-\mathbf R)=V(\mathbf r).$$
Interactions between electrons enter at most through an average potential contained in $V$.

The crystal has $N$ cells and periodic boundary conditions. If $\mathbf a_i$ are the primitive lattice vectors and there are $N_i$ cells along $\mathbf a_i$, a displacement by $N_i\mathbf a_i$ returns to the same point. Lattice vectors $\mathbf R$ that differ by such displacements are the same, so there are $N=\prod_i N_i$ of them. The allowed wave vectors are those for which $e^{i\mathbf k\cdot\mathbf R}$ respects this identification:
$$\mathbf k\cdot\mathbf a_i=\frac{2\pi m_i}{N_i},\qquad m_i=0,1,\dots,N_i-1 .$$
There are also $N$ of these.

Each cell carries $n$ normalised local orbitals. The state $|\mathbf R\alpha\rangle$ has the wave function $\varphi_\alpha(\mathbf r-\mathbf R)$, with $\alpha=1,\dots,n$. Orbitals on different sites need not be orthogonal, but all $Nn$ of them are assumed linearly independent. Their span is called the orbital space. The Bloch sums are
$$|\mathbf k\alpha\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\alpha\rangle. \tag{1}$$

An energy is called stationary in the orbital space if it is the value of
$$E[\psi]=\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle} \tag{2}$$
at a nonzero $\psi$ of that space where $E[\psi]$ has no first-order change under any small variation within the space.

## Theorem

**(a)** The stationary energies in the orbital space are the solutions, for all allowed $\mathbf k$, of
$$H(\mathbf k)\,c=E\,S(\mathbf k)\,c,\qquad c\neq0, \tag{3}$$
with the $n\times n$ matrices
$$H_{\alpha\beta}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0\alpha|H|\mathbf R\beta\rangle,\qquad S_{\alpha\beta}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0\alpha|\mathbf R\beta\rangle. \tag{4}$$
At each $\mathbf k$ there are $n$ real energies, counted with multiplicity.

**(b)** Take a chain of spacing $a$ with $N\ge3$ cells and one real orbital $|j\rangle$ on each site $j$. Let
$$e_0=\langle0|H|0\rangle,\qquad t=\langle0|H|1\rangle,\qquad s=\langle0|1\rangle .$$
If the matrix elements beyond nearest neighbours are dropped and $|s|<\tfrac12$, then
$$E(k)=\frac{e_0+2t\cos ka}{1+2s\cos ka}. \tag{5}$$

## Lemma 1: different wave vectors do not mix

*For distinct allowed $\mathbf k$ and $\mathbf k'$, both $\langle\mathbf k\alpha|H|\mathbf k'\beta\rangle$ and $\langle\mathbf k\alpha|\mathbf k'\beta\rangle$ vanish. The Bloch sums form a basis of the orbital space.*

*Proof.* Let $T$ be the translation by $\mathbf R'$, so that $T|\mathbf R\alpha\rangle=|\mathbf R+\mathbf R',\alpha\rangle$. Applying it to (1) and renaming $\mathbf R+\mathbf R'$ as $\mathbf R$ gives
$$T|\mathbf k\alpha\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}|\mathbf R\alpha\rangle=e^{-i\mathbf k\cdot\mathbf R'}|\mathbf k\alpha\rangle .$$
Translation preserves scalar products and commutes with $H$, because $V$ is periodic. Hence
$$\langle\mathbf k\alpha|H|\mathbf k'\beta\rangle=\langle T\,\mathbf k\alpha|H|T\,\mathbf k'\beta\rangle=e^{i(\mathbf k-\mathbf k')\cdot\mathbf R'}\langle\mathbf k\alpha|H|\mathbf k'\beta\rangle .$$
The first phase has a plus sign because the bra is complex conjugated. For distinct allowed wave vectors, some primitive vector $\mathbf R'=\mathbf a_i$ makes the phase differ from 1, so the matrix element is zero. Replacing $H$ by the identity gives the second statement.

At fixed $\mathbf k$ the $n$ Bloch sums are linearly independent: a relation $\sum_\alpha c_\alpha|\mathbf k\alpha\rangle=0$ would be a relation among the independent orbitals. Sums with different $\mathbf k$ are orthogonal. Together they are $Nn$ independent vectors in a space of dimension $Nn$, hence a basis. $\square$

## Lemma 2: the double sum becomes a single sum

*The matrices (4) are $H_{\alpha\beta}(\mathbf k)=\langle\mathbf k\alpha|H|\mathbf k\beta\rangle$ and $S_{\alpha\beta}(\mathbf k)=\langle\mathbf k\alpha|\mathbf k\beta\rangle$. Both are Hermitian, and $S(\mathbf k)$ is positive definite.*

*Proof.* From (1),
$$\langle\mathbf k\alpha|H|\mathbf k\beta\rangle=\frac1N\sum_{\mathbf R,\mathbf R'}e^{i\mathbf k\cdot(\mathbf R'-\mathbf R)}\langle\mathbf R\alpha|H|\mathbf R'\beta\rangle .$$
Translating both orbitals by $-\mathbf R$ leaves the matrix element unchanged and turns it into $\langle\mathbf 0\alpha|H|\mathbf R'-\mathbf R,\beta\rangle$. For each $\mathbf R$, the sum over $\mathbf R'$ is then the same sum over the difference $\mathbf R'-\mathbf R$. The $N$ equal contributions cancel the factor $1/N$, which leaves (4). The overlap follows with $H$ replaced by the identity.

Hermiticity follows from $\langle\mathbf k\beta|H|\mathbf k\alpha\rangle^*=\langle\mathbf k\alpha|H|\mathbf k\beta\rangle$, and likewise for $S$. For $c\ne0$,
$$c^\dagger S(\mathbf k)c=\Big\|\sum_\alpha c_\alpha|\mathbf k\alpha\rangle\Big\|^2>0,$$
because the Bloch sums are independent. $\square$

The squared norm of a Bloch sum is therefore $S_{\alpha\alpha}(\mathbf k)$, which in general is not 1. The prefactor $N^{-1/2}$ would normalise the sum if the orbitals on different sites were orthogonal.

## Proof of part (a)

By Lemma 1, any $\psi$ in the orbital space can be written $\psi=\sum_{\mathbf k\alpha}c_{\mathbf k\alpha}|\mathbf k\alpha\rangle$. Let $c_{\mathbf k}$ be the column of the $n$ coefficients at $\mathbf k$. Since different $\mathbf k$ do not mix,
$$E=\frac AD,\qquad A=\sum_{\mathbf k}c_{\mathbf k}^\dagger H(\mathbf k)c_{\mathbf k},\qquad D=\sum_{\mathbf k}c_{\mathbf k}^\dagger S(\mathbf k)c_{\mathbf k}.$$
Change $c_{\mathbf k}$ to $c_{\mathbf k}+\delta_{\mathbf k}$. Because the matrices are Hermitian, the two first-order terms in $A$ are complex conjugates of each other, and the same holds in $D$:
$$\delta A=2\,\mathrm{Re}\sum_{\mathbf k}\delta_{\mathbf k}^\dagger H(\mathbf k)c_{\mathbf k},\qquad \delta D=2\,\mathrm{Re}\sum_{\mathbf k}\delta_{\mathbf k}^\dagger S(\mathbf k)c_{\mathbf k}.$$
The quotient rule gives $\delta E=(\delta A-E\,\delta D)/D$, that is,
$$\delta E=\frac2D\,\mathrm{Re}\sum_{\mathbf k}\delta_{\mathbf k}^\dagger\big[H(\mathbf k)-E\,S(\mathbf k)\big]c_{\mathbf k}.$$
This must vanish for every $\delta_{\mathbf k}$. Replacing $\delta_{\mathbf k}$ by $i\delta_{\mathbf k}$ shows that the imaginary part of the sum vanishes too. Hence $[H(\mathbf k)-ES(\mathbf k)]c_{\mathbf k}=0$ at each $\mathbf k$. At least one $c_{\mathbf k}$ is nonzero, and there (3) holds. Conversely, a solution of (3) at one $\mathbf k$, with all other coefficients zero, makes $\delta E=0$.

To count the energies, use the positive square root of $S$, which exists and is invertible because $S$ is positive definite. With $d=S^{1/2}c$, equation (3) becomes
$$S^{-1/2}HS^{-1/2}\,d=E\,d,$$
an ordinary eigenproblem of a Hermitian $n\times n$ matrix. It has $n$ real eigenvalues, which are also the roots of $\det[H(\mathbf k)-ES(\mathbf k)]=0$. $\square$

**Remark 1 (upper bound).** At fixed $\mathbf k$, the lowest root is the minimum of (2) over combinations of the Bloch sums at that $\mathbf k$. The true lowest band energy is the minimum over all functions with the same behaviour under translation, which is a larger set. The lowest root therefore cannot lie below the true lowest band, and adding orbitals can lower it or leave it unchanged, but not raise it. This requires that all matrix elements be kept.

## Proof of part (b)

With one orbital per cell, the matrices in (3) are numbers, and $E=H(k)/S(k)$. The sums (4) keep the sites $0$, $1$ and $-1$, which are distinct because $N\ge3$. Translation by one site, Hermiticity, and the reality of the orbitals and of $H$ give, in that order,
$$\langle0|H|{-1}\rangle=\langle1|H|0\rangle=\langle0|H|1\rangle^*=t .$$
In the same way $\langle0|{-1}\rangle=s$. Therefore
$$H(k)=e_0+t\,(e^{ika}+e^{-ika})=e_0+2t\cos ka,\qquad S(k)=1+2s\cos ka .$$
Since $|\cos ka|\le1$, we have $S(k)\ge1-2|s|$, which is positive for $|s|<\tfrac12$. Division gives (5). $\square$

## Consequences for the chain

**Remark 2 (edges and width).** Treat $k$ as continuous, as for a long chain, and put $u=\cos ka$. Then
$$\frac{dE}{du}=\frac{2t(1+2su)-2s(e_0+2tu)}{(1+2su)^2}=\frac{2\beta}{(1+2su)^2},\qquad \beta=t-e_0s .$$
The sign is that of $\beta$ throughout the band, so the edges lie at $ka=0$ and $ka=\pi$. Their difference is
$$E(0)-E(\pi/a)=\frac{(e_0+2t)(1-2s)-(e_0-2t)(1+2s)}{1-4s^2}=\frac{4\beta}{1-4s^2},$$
because the terms $e_0$ and $4ts$ cancel. The width is
$$W=\frac{4|\beta|}{1-4s^2}. \tag{6}$$
Subtracting $e_0$ from (5) gives
$$E(k)-e_0=\frac{2\beta\cos ka}{1+2s\cos ka}. \tag{7}$$
For $s=0$ this is the symmetric band $e_0+2t\cos ka$. For $s>0$ and $\beta<0$, the bottom lies $2|\beta|/(1+2s)$ below $e_0$ and the top lies $2|\beta|/(1-2s)$ above it. The top is farther away because the Bloch sum with alternating signs has the smaller norm. If $t=e_0s$, the band is flat.

**Remark 3 (energy zero).** Adding a constant $C$ to $V$ changes $e_0$ to $e_0+C$ and $t$ to $t+Cs$. The combination $\beta$ becomes $t+Cs-(e_0+C)s=\beta$. Equation (7) then shows that every energy moves by $C$, as it must. When $s\neq0$, the value of $t$ alone depends on the choice of zero and does not measure the band width.

**Remark 4 (second neighbours).** Let $t_2=\langle0|H|2\rangle$ and $s_2=\langle0|2\rangle$, with $N\ge5$. They add $2t_2\cos2ka$ to the numerator of (5) and $2s_2\cos2ka$ to its denominator. Since the old numerator equals $E(1+2s\cos ka)$, the energy changes by
$$\Delta E=\frac{2(t_2-E s_2)\cos2ka}{1+2s\cos ka+2s_2\cos2ka}\simeq\frac{2(t_2-Es_2)\cos2ka}{1+2s\cos ka}, \tag{8}$$
where the last form is of first order in $t_2$ and $s_2$. The correction can have either sign, so the truncated band (5) does not inherit the upper bound of Remark 1.

## Worked example: a chain of Gaussian wells

The parameters are round numbers and represent no particular material. A ring of 12 cells with $a=0.30$ nm carries on each site a well $-V_0e^{-x^2/2w^2}$, with $V_0=10$ eV and $w=0.08$ nm. The orbital is
$$\varphi(x)=(\pi b^2)^{-1/4}e^{-x^2/2b^2},\qquad b=0.10\ \text{nm}.$$
Its overlap with a neighbour follows from $x^2+(x-a)^2=2(x-a/2)^2+a^2/2$:
$$s=e^{-a^2/4b^2}=e^{-2.25}=0.1054 .$$

The elements of $H$ were integrated numerically on a uniform grid, with the kinetic part written as $(\hbar^2/2m)\int\varphi_i'\varphi_j'\,dx$ after an integration by parts. The results are
$$e_0=-5.8770\ \text{eV},\qquad t=-1.2917\ \text{eV}.$$
With a single well present, the same orbital has the energy $-5.588$ eV. The other wells lower it by $0.289$ eV, so $e_0$ is not the energy of an isolated site.

The band edges from (5) are
$$E(0)=\frac{-8.460}{1.211}\ \text{eV}=-6.99\ \text{eV},\qquad E(\pi/a)=\frac{-3.294}{0.789}\ \text{eV}=-4.17\ \text{eV}.$$
They lie $1.11$ eV below and $1.70$ eV above $e_0$. The width follows from
$$\beta=-1.2917+5.8770\times0.1054=-0.672\ \text{eV},\qquad W=\frac{4\times0.672}{1-4(0.1054)^2}\ \text{eV}=2.81\ \text{eV},$$
or $4.51\times10^{-19}$ J. The estimate $4|t|=5.17$ eV is far too large. If the energy zero is moved so that all energies rise by 5 eV, $t$ becomes $-0.765$ eV while $\beta$ remains $-0.672$ eV.

The next table gives the lowest band in eV at four levels: formula (5); the same orbital with all neighbours; two orbitals per cell, the second proportional to $x\,e^{-x^2/2b^2}$; and a numerical diagonalisation in 41 plane waves at each $k$, which serves as the reference.

| $ka/\pi$ | (5) | one orbital | two orbitals | plane waves |
|---|---|---|---|---|
| 0 | −6.99 | −6.99 | −6.99 | −7.00 |
| 1/3 | −6.49 | −6.48 | −6.57 | −6.58 |
| 2/3 | −5.13 | −5.12 | −5.35 | −5.37 |
| 1 | −4.17 | −4.18 | −4.18 | −4.23 |

Dropping the farther neighbours changes the one-orbital band by less than 12 meV at the allowed $k$ of this ring; the largest change, 11.25 meV, occurs at $ka=\pi$. At $ka=0$, with $t_2=-4.96$ meV and $s_2=1.23\times10^{-4}$, equation (8) gives $-6.8$ meV. For this orbital width the limited orbital space matters more: at $ka=2\pi/3$ the one-orbital energy with all neighbours lies 0.25 eV above the reference, and the second orbital removes most of this error.

At $ka=0$ and $ka=\pi$ the second orbital has no effect. Reflection about site 0 changes the sign of the odd orbital, so the elements between the even orbital at site 0 and the odd orbitals at sites $j$ and $-j$ are opposite. Their contributions to (4) combine into terms proportional to $\sin(jka)$, which vanish at both points. The even and odd Bloch sums then decouple, and the even one gives the lowest energy here.

**Remark 5 (when the truncation fails).** With the wider orbital $b=0.20$ nm, the overlap is $s=0.570$, above the limit $\tfrac12$. At $ka=\pi$ the truncated overlap is $1-2s=-0.140$, a negative squared norm, and (5) loses its meaning. With all neighbours kept, the smallest overlap eigenvalue on the ring is $0.059$. The orbitals are still independent and part (a) still holds; the fault lies in the truncation.

The condition $|s|<\tfrac12$ only keeps the denominator of (5) positive; it does not make (5) accurate. In a long chain of the same wells, dropping the farther neighbours changes the one-orbital band by up to about $0.12$ eV for $b=0.12$ nm ($s=0.21$), $0.6$ eV for $b=0.14$ nm ($s=0.32$) and $2.5$ eV for $b=0.16$ nm ($s=0.415$). In the last case (6) gives $4.9$ eV against a width of $2.6$ eV with all neighbours. For $b=0.14$ nm, formula (5) lies $0.08$ eV below the true lowest band at $ka=7\pi/12$, an instance of the loss of the upper bound noted in Remark 4.

Numerical values quoted here were computed with a short program.
